\section*{Characters of induced band representations, with honeycomb pz orbitals as example}

\section{Definitions and conventions}

A symmetry operation $h=\{R|v\}$ of a crystal moves a point $r$ to $hr=Rr+v$, where $R$ is orthogonal. Vectors are set in plain italics. Two operations combine as
\begin{equation}
\{R_1|v_1\}\{R_2|v_2\}=\{R_1R_2|R_1v_2+v_1\}. \label{product}
\end{equation}
The operations form a space group, or a layer group if the crystal is periodic in two directions. Its translations are $\{E|T\}$, with $T$ a lattice vector. Functions are carried along with the points,
\begin{equation}
(hf)(r)=f(h^{-1}r),\qquad (\{E|T\}f)(r)=f(r-T). \label{action}
\end{equation}
Spin is left out, and time reversal is not used.

Let $q_1$ be a site and $S$ its site-symmetry group, the finite group of operations with $sq_1=q_1$. Localized functions $W_{i1}$ at this site carry a representation $\rho$ of $S$ with character $\chi_\rho$:
\begin{equation}
sW_{j1}=\sum_i \rho_{ij}(s)\,W_{i1}. \label{site}
\end{equation}
The symmetry operations turn $q_1$ into a set of equivalent sites. In each cell we choose representatives $q_a=g_aq_1$, with one fixed operation $g_a$ for each $a$ and $g_1=\{E|0\}$. All sites are then $q_a+T$. The functions at $q_a$ are defined by $W_{ia}=g_aW_{i1}$, and the Bloch sums are
\begin{equation}
\phi_{ia}(k)=\sum_T e^{ik\cdot T}\,\{E|T\}W_{ia}. \label{bloch}
\end{equation}
They are assumed to be linearly independent at the $k$ considered; they need not be orthogonal. Their span carries the induced band representation at $k$.

The little group of $k$ consists of the operations with $Rk=k+G$, where $G$ is a reciprocal lattice vector. For $h$ in this group the character is
\begin{equation}
\boxed{\chi_k(h)=\sum_a{}^{'}e^{-ik\cdot t_a}\,
\chi_\rho\!\left(g_a^{-1}\{E|-t_a\}hg_a\right),\quad t_a=hq_a-q_a} \label{main}
\end{equation}
The prime restricts the sum to those $a$ for which $t_a$ is a lattice vector, that is, to sites that $h$ sends to a translated copy of themselves.

\section{First derivation: moving the Bloch sums}

Since $h$ permutes the sites, for each $a$ there are one $b$ and one lattice vector $t_{ba}$ with $hq_a=q_b+t_{ba}$. Define
\begin{equation}
s=g_b^{-1}\{E|-t_{ba}\}hg_a. \label{s}
\end{equation}
This operation belongs to $S$, because $sq_1=g_b^{-1}(hq_a-t_{ba})=g_b^{-1}q_b=q_1$. Solving \eqref{s} for $hg_a$ gives
\begin{equation}
hg_a=\{E|t_{ba}\}g_bs. \label{factor}
\end{equation}
The product rule \eqref{product} also gives $h\{E|T\}=\{R|RT+v\}=\{E|RT\}h$. Hence $h\{E|T\}h^{-1}=\{E|RT\}$, so $R$ maps the lattice onto itself. Acting on one function in the sum \eqref{bloch},
\begin{align}
h\{E|T\}W_{ja}&=\{E|RT\}hg_aW_{j1}\nonumber\\
&=\{E|RT+t_{ba}\}g_bsW_{j1}\nonumber\\
&=\sum_i\rho_{ij}(s)\{E|RT+t_{ba}\}W_{ib}. \label{local}
\end{align}
The second line uses \eqref{factor}, the third \eqref{site} and $g_bW_{i1}=W_{ib}$.

Now multiply by $e^{ik\cdot T}$ and sum over $T$. The new summation variable $T'=RT+t_{ba}$ runs once through the lattice. Because $R$ preserves scalar products,
\begin{equation}
k\cdot T=Rk\cdot RT=Rk\cdot T'-Rk\cdot t_{ba}.
\end{equation}
The second term is independent of $T'$ and comes out of the sum:
\begin{equation}
h\phi_{ja}(k)=e^{-iRk\cdot t_{ba}}\sum_i\rho_{ij}(s)\,\phi_{ib}(Rk). \label{matrix}
\end{equation}
If $h$ is in the little group, $Rk=k+G$. Since $G\cdot T$ is a multiple of $2\pi$ for every lattice vector, $\phi_{ib}(Rk)=\phi_{ib}(k)$ and $e^{-iRk\cdot t_{ba}}=e^{-ik\cdot t_{ba}}$. This holds even when $v$ is a fraction of a lattice vector, because $t_{ba}$ is still a lattice vector.

A diagonal matrix element needs $b=a$ and $i=j$. The condition $b=a$ means that $t_a=hq_a-q_a$ is a lattice vector, and the sum over $i$ of $\rho_{ii}(s)$ is $\chi_\rho(s)$. With \eqref{s} at $b=a$, this is \eqref{main}.

The result does not depend on the cell from which a representative is taken. Replace $q_a$ by $q_a+X$ and $g_a$ by $\{E|X\}g_a$, with $X$ a lattice vector. Then $t_a$ becomes $t_a+RX-X$. The extra phase contains
\begin{equation}
k\cdot(RX-X)=(R^{-1}k-k)\cdot X, \label{cell}
\end{equation}
a multiple of $2\pi$, since $R^{-1}k=k-R^{-1}G$ and $R^{-1}G$ is a reciprocal lattice vector. The argument of $\chi_\rho$ becomes
\begin{equation}
g_a^{-1}\{E|-X-(t_a+RX-X)+RX\}hg_a=g_a^{-1}\{E|-t_a\}hg_a,
\end{equation}
as before; the term $+RX$ arises when $\{E|X\}$ is moved to the left of $h$.

Replacing $h$ by $\{E|T\}h$, on the other hand, changes $t_a$ to $t_a+T$, leaves the argument of $\chi_\rho$ unchanged, and gives
\begin{equation}
\chi_k(\{E|T\}h)=e^{-ik\cdot T}\chi_k(h). \label{translation}
\end{equation}
For $T$ perpendicular to the axis of a rotation $h$, the operation $\{E|T\}h$ is the same rotation about a parallel axis. At $\Gamma$ the factor $e^{-ik\cdot T}$ is 1 and the choice of axis does not matter. Where $k\cdot T$ is not a multiple of $2\pi$ and the character is nonzero, it depends on which of the parallel axes is meant, so the origin has to be stated.

\section{Second derivation: counting fixed sites}

Take a finite crystal of $N=L^D$ cells, periodic in $D$ directions, in which translations by $L$ times a lattice vector act as the identity. The functions are made periodic accordingly, and $k$ must belong to the mesh on which $e^{ik\cdot LT}=1$ for all $T$. The Bloch sums are taken to be independent at every mesh point, so together they form a basis of the space spanned by all localized functions.

In this space the trace of any operation $g$ can be found in real space. The site $q_a+T'$ is reached from $q_1$ by $c=\{E|T'\}g_a$, and its functions are $cW_{i1}$. If $g$ moves the site elsewhere, these functions give no diagonal elements. If $g$ fixes the site, then $c^{-1}gc$ fixes $q_1$, and
\begin{equation}
g\,cW_{j1}=c(c^{-1}gc)W_{j1}=\sum_i\rho_{ij}(c^{-1}gc)\,cW_{i1}.
\end{equation}
Therefore
\begin{equation}
\mathrm{Tr}\,g=\sum_{\text{sites fixed by }g}\chi_\rho(c^{-1}gc). \label{frobenius}
\end{equation}
``Fixed'' means fixed up to a translation of the whole periodic crystal. Such a translation acts as the identity and is removed before $\rho$ is evaluated. The element of $S$ obtained is unique, because $S$ contains no translation other than the identity.

To select one $k$, note that shifting the summation variable in \eqref{bloch} gives $\{E|T\}\phi_{ia}(k')=e^{-ik'\cdot T}\phi_{ia}(k')$. Hence
\begin{equation}
P_k=\frac1N\sum_Te^{ik\cdot T}\{E|T\}
\end{equation}
multiplies $\phi_{ia}(k')$ by $N^{-1}\sum_Te^{i(k-k')\cdot T}$. This is 1 if $k'$ and $k$ are equivalent and 0 for other mesh points. So $P_k$ projects onto the Bloch sums at $k$. A little-group operation $h$ maps this subspace to itself and the other $k'$ subspaces among themselves, so $\mathrm{Tr}(P_kh)$ is the character wanted:
\begin{equation}
\chi_k(h)=\frac1N\sum_Te^{ik\cdot T}\,\mathrm{Tr}(\{E|T\}h). \label{fourier}
\end{equation}
The character at $k$ is a Fourier transform of real-space traces.

By \eqref{frobenius} we need the sites fixed by $\{E|T\}h$. For the site $q_a+T'$ the condition is
\begin{equation}
hq_a+RT'+T=q_a+T',\quad\text{or}\quad T=-t_a-(RT'-T').
\end{equation}
It can be met only if $t_a$ is a lattice vector, and then by one $T$ for each $T'$, up to translations of the whole crystal. The phase is
\begin{equation}
e^{ik\cdot T}=e^{-ik\cdot t_a}e^{-ik\cdot(RT'-T')}=e^{-ik\cdot t_a},
\end{equation}
by \eqref{cell} with $X=T'$. The site operation is
\begin{align}
c^{-1}\{E|T\}hc&=g_a^{-1}\{E|-T'+T\}h\{E|T'\}g_a\nonumber\\
&=g_a^{-1}\{E|-T'+T+RT'\}hg_a\nonumber\\
&=g_a^{-1}\{E|-t_a\}hg_a.
\end{align}
Neither depends on $T'$. The $N$ values of $T'$ give $N$ equal terms, which cancel the factor $1/N$ in \eqref{fourier}, and \eqref{main} follows again.

\section{The honeycomb with $p_z$ orbitals}

The lattice constant is the unit of length. Put the origin at a hexagon centre and take
\begin{equation}
a_1=(1,0),\quad a_2=\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
q_A=\tfrac13(a_1+a_2),\quad q_B=-q_A.
\end{equation}
With $b_i\cdot a_j=2\pi\delta_{ij}$, the points are $\Gamma=0$, $K=(2b_1+b_2)/3$ and $M=b_1/2$. The layer group is $p6/mmm$; about this origin its point operations form $D_{6h}$ and have $v=0$. The site group is $D_{3h}$.

A $p_z$ function is $z$ times a function of the distance from its atom. No operation of the layer mixes $z$ with the in-plane coordinates, so the function is multiplied by $R_{zz}=\pm1$. This is the irrep $A_2''$ of $D_{3h}$. We choose $g_B=C_{2z}$, which leaves $z$ unchanged, so both orbitals have the same orientation and \eqref{main} becomes
\begin{equation}
\chi_k(h)=R_{zz}\sum_a{}^{'}e^{-ik\cdot t_a}. \label{pz}
\end{equation}
The corners of the central hexagon alternate between A and B. An operation therefore either preserves both sublattices or exchanges them, and in the second case the character is zero.

\subsection{$\Gamma$}

All phases are 1, so the character is $2R_{zz}$ for operations that preserve the sublattices. Let the $C_2'$ axes pass through atoms and the $C_2''$ axes through bond midpoints; the mirrors $\sigma_v$ contain the $C_2'$ axes. The nonzero characters are
\begin{equation}
\begin{array}{cccccc}
E&2C_3&3C_2'&\sigma_h&2S_3&3\sigma_v\\
2&2&-2&-2&-2&2
\end{array}
\end{equation}
These are 12 operations, so the mean of $|\chi|^2$ over the group is $12\cdot4/24=2$: two different irreps occur once each. They are carried by $\phi_A\pm\phi_B$. The sum is multiplied by $R_{zz}$ under every operation, which is $A_{2u}$. The difference has an additional minus sign whenever the sublattices are exchanged. It is therefore odd under $C_6$ and $C_2'$ but even under $C_2''$ and inversion, which is $B_{2g}$. Thus $\Gamma$ has $A_{2u}+B_{2g}$. Interchanging the names $C_2'$ and $C_2''$ would turn $B_{2g}$ into $B_{1g}$.

\subsection{$K$}

The rotation $C_3$ takes $K$ to $K-b_1$, an equivalent point, whereas $C_{2z}$ takes it to $-K$, which is not equivalent. The little point group is $D_{3h}$. Its in-plane twofold axes run through bond midpoints and its vertical mirrors contain these axes; all of them exchange the sublattices and have character 0.

For $C_3$ we have $C_3a_1=a_2-a_1$ and $C_3a_2=-a_1$, so
\begin{equation}
t_A=\tfrac13(a_2-2a_1)-\tfrac13(a_1+a_2)=-a_1,\qquad t_B=-t_A=a_1.
\end{equation}
With $K\cdot a_1=4\pi/3$, the two phases are
\begin{equation}
e^{4\pi i/3}=-0.5000-0.8660i,\qquad e^{-4\pi i/3}=-0.5000+0.8660i,
\end{equation}
and their sum is $-1$. The operation $S_3=\sigma_hC_3$ has the same $t_a$ but $R_{zz}=-1$, so its character is $+1$:
\begin{equation}
\begin{array}{cccccc}
E&2C_3&3C_2&\sigma_h&2S_3&3\sigma_v\\
2&-1&0&-2&1&0
\end{array}
\end{equation}
The mean of $|\chi|^2$ is $(4+2+4+2)/12=1$, so the representation is irreducible. It is two-dimensional and odd under $\sigma_h$, hence $E''$.

The second derivation shows where the $-1$ comes from. The operation $C_3$ itself turns about an empty hexagon centre, while $\{C_3|a_1\}$ and $\{C_3|-a_1\}$ turn about the atoms at $q_A$ and $q_B$. The last two enter \eqref{fourier} with the phases $e^{\pm iK\cdot a_1}$. Every other $\{C_3|T\}$ also turns about a hexagon centre, an A atom or a B atom, with the phase $1$, $e^{iK\cdot a_1}$ or $e^{-iK\cdot a_1}$ respectively. The first kind fixes no site; each of the other two kinds has total weight 1 after the factor $1/N$, so the sum is $2\cos(4\pi/3)=-1$. For the rotation about atom A, \eqref{translation} gives the character $-e^{-iK\cdot a_1}=0.5000-0.8660i$: the label $E''$ refers to the hexagon centre.

\subsection{$M$}

Since $2M=b_1$ is a reciprocal lattice vector, $M$ and $-M$ are equivalent, and the little point group is $D_{2h}$. Let local $x$ point along $\Gamma$--$M$ and $z$ along the normal. The $x$ axis passes through atoms. The mirror $\sigma_{xz}$ preserves the sublattices and takes $a_1$ to $a_1-a_2$ and $a_2$ to $-a_2$. Thus
\begin{equation}
t_A=\tfrac13(a_1-2a_2)-\tfrac13(a_1+a_2)=-a_2,\qquad t_B=a_2.
\end{equation}
Because $M\cdot a_2=0$, both phases are 1 and the character is 2. The rotation $C_{2x}$ moves the sites in the same way but reverses $z$, which gives $-2$. The identity has 2 and $\sigma_{xy}$ has $-2$. The operations $C_{2z}$, $C_{2y}$, $\sigma_{yz}$ and inversion exchange the sublattices and have 0.

The mean of $|\chi|^2$ is $4\cdot4/8=2$, so again there are two different irreps. As $C_{2z}$ exchanges $q_A$ and $q_B$ without a lattice translation, $\phi_A\pm\phi_B$ has $C_{2z}=\pm1$. Both combinations have $C_{2x}=\sigma_{xy}=-1$. The products $C_{2y}=C_{2z}C_{2x}$ and $i=C_{2z}\sigma_{xy}$ then equal $\mp1$. The upper sign is $B_{1u}$ and the lower sign $B_{2g}$, so $M$ has $B_{1u}+B_{2g}$.

\section{Energies in a model}

The characters fix which irreps occur, not their order in energy. For the order, take orthonormal orbitals with hoppings $J_1=-0.1$, $J_2=-0.01$ and $J_3=-0.01$ hartree to first, second and third neighbours (t1, t2, t3 in the output) and zero site energy. Write $k_i=k\cdot a_i$. Summing $e^{ik\cdot T}$ over the neighbours in each shell gives
\begin{align}
H_{AA}=H_{BB}&=2J_2[\cos k_1+\cos k_2+\cos(k_1-k_2)],\nonumber\\
H_{AB}&=J_1(e^{i(k_1+k_2)}+e^{ik_1}+e^{ik_2})\nonumber\\
&\quad+J_3(1+e^{2ik_1}+e^{2ik_2}).
\end{align}
Here $T$ is the cell of the B atom reached from $q_A$. At $\Gamma$ and $M$ the element $H_{AB}$ is real, so $\phi_A\pm\phi_B$ has energy $H_{AA}\pm H_{AB}$.

At $\Gamma$, $E_\pm=6J_2\pm3(J_1+J_3)=-0.06\mp0.33$ hartree. This is $-0.39$ hartree for $A_{2u}$ and $0.27$ hartree for $B_{2g}$.

At $M$, $k_1=\pi$ and $k_2=0$, so $E_\pm=-2J_2\pm(3J_3-J_1)=0.02\pm0.07$ hartree. This is $0.09$ hartree for $B_{1u}$ and $-0.05$ hartree for $B_{2g}$. The order would reverse if $3J_3-J_1$ were negative, with the same characters.

At $K$, $k_1=4\pi/3$ and $k_2=2\pi/3$. Both brackets in $H_{AB}$ are sums of the three cube roots of unity and vanish, and each cosine is $-\tfrac12$. Both energies are $-3J_2=0.03$ hartree. The degeneracy does not depend on the range of the hopping: by Schur's lemma, a Hamiltonian that commutes with the irreducible $E''$ in this two-orbital space is a multiple of the identity there.

Site energies $\pm\Delta$ on A and B remove the operations that exchange the sublattices, and with them the reason for the degeneracy. The energies at $K$ become $-3J_2\pm\Delta$; for $\Delta=0.01$ hartree the gap is $2\Delta=0.02$ hartree.

\section{What the two derivations assume}

Both need localized functions that carry a representation of the site group, a symmetry that permutes the sites, and independent Bloch sums. If the Bloch sums become dependent at some $k$, their span has fewer dimensions than \eqref{main} counts, and the formula no longer gives its character. Spin would require representations in which a rotation by $2\pi$ can act as $-1$, which the single-valued $\rho$ used here does not cover.

The first derivation works in the infinite crystal at any $k$ and needs independence at that $k$ alone. It yields the full matrix, and \eqref{matrix} also describes operations that take $k$ to an inequivalent point. The second needs a finite periodic crystal whose mesh contains $k$, and independence on the whole mesh. For $K$ and $M$ together, $L$ must be a multiple of 6. It yields the trace alone, but needs no matrix between different sites and shows which real-space centres contribute.

Neither derivation uses a Hamiltonian. Bands spanned by symmetric localized functions of the assumed kind must have the characters \eqref{main}, so a mismatch rules out that choice of site and $\rho$. That matching characters suffice has not been shown here.

The numerical check compares \eqref{main} with Gaussian $p$ functions moved explicitly in real space, including a two-dimensional $\rho$, a kagome lattice and a lattice with fractional translations; all 296 comparisons agree within $10^{-8}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Formula vs moved functions: 296 comparisons, all within 1e-8
Site group order 12, pz site irrep: A2''
Gamma: k = (0.0000, 0.0000) in b1, b2; little point group order 24
  1 x E         character  2
  1 x sigma_h   character -2
  3 x sigma_d   character  0
  3 x C2''      character  0
  2 x C6        character  0
  2 x S6        character  0
  3 x sigma_v   character  2
  3 x C2'       character -2
  2 x C3        character  2
  2 x S3        character -2
  1 x C2        character  0
  1 x i         character  0
  reduction at Gamma: A2u + B2g
K: k = (0.6667, 0.3333) in b1, b2; little point group order 12
  1 x E         character  2
  1 x sigma_h   character -2
  3 x sigma_v   character  0
  3 x C2        character  0
  2 x C3        character -1
  2 x S3        character  1
  reduction at K: E''
M: k = (0.5000, 0.0000) in b1, b2; little point group order 8
  1 x E         character  2
  1 x sigma_xy  character -2
  1 x sigma_yz  character  0
  1 x C2y       character  0
  1 x C2z       character  0
  1 x i         character  0
  1 x sigma_xz  character  2
  1 x C2x       character -2
  reduction at M: B1u + B2g
C3 at K, site A: t = (-1, 0) in a1, a2; phase -0.5000 -0.8660i
C3 at K, site B: t = (1, 0) in a1, a2; phase -0.5000 +0.8660i
C3 about atom A at K: character 0.5000 -0.8660i
Hoppings t1, t2, t3 = -0.1, -0.01, -0.01 hartree
Gamma: E = -0.3900 hartree, degeneracy 1, irrep A2u
Gamma: E = 0.2700 hartree, degeneracy 1, irrep B2g
K: E = 0.0300 hartree, degeneracy 2, irrep E''
M: E = -0.0500 hartree, degeneracy 1, irrep B2g
M: E = 0.0900 hartree, degeneracy 1, irrep B1u
Staggered site energy +/-0.01 hartree: gap at K = 0.0200 hartree
\end{verbatim}
